# Non-Aufbau Self-Consistent Solutions as Saddle Points and Their Estimated Order: verification in Python

```python
"""Non-aufbau self-consistent determinants and their orbital Hessian.
Claim: an empty orbital a below an occupied orbital i of the same spin gives a
downhill rotation. Its imaginary curvature is 2(eps_a-eps_i)-2c(J-K), where c is
the exact-exchange fraction, J=(ii|aa), K=(ia|ia). For c=1 the real curvature is
the same. The number of inverted gaps only estimates the full saddle order.
Energies are in Ry, lengths in bohr. g/u: even/odd orbitals of H2.
Finite differences of the determinant energy test the analytic Hessians.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, dft

SLATER = 2 * 0.75 * (6 / np.pi) ** (1 / 3)  # Ry bohr, for each spin density
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]


class Hydrogen:
    """H2 integrals in an orthonormal basis: even functions, then odd ones."""

    def __init__(self, distance, basis, repulsion=1.0):
        mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, distance)]],
                    basis=basis, unit='Bohr', verbose=0)
        self.n = mol.nao_nr()
        self.half = self.n // 2
        one = np.eye(self.half)
        T = np.block([[one, one], [one, -one]])
        val, vec = np.linalg.eigh(T.T @ mol.intor('int1e_ovlp') @ T)
        X = T @ (vec / np.sqrt(val)) @ vec.T
        core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        self.h = 2 * X.T @ core @ X
        self.eri = 2 * repulsion * np.einsum(
            'pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X,
            optimize=True)
        self.enuc = 2 * mol.energy_nuc()
        grid = dft.gen_grid.Grids(mol)
        grid.level = 1
        grid.build()
        self.ao = mol.eval_gto('GTOval', grid.coords) @ X
        self.w = grid.weights

    def spin_density(self, D):
        n = np.sum((self.ao @ D.real) * self.ao, axis=1)
        return np.maximum(n, 0.0)

    def two_body(self, D):
        J = np.einsum('pqrs,sr->pq', self.eri, D[0] + D[1])
        K = [np.einsum('pqrs,qr->ps', self.eri, d) for d in D]
        return J, K

    def fock(self, D, c):
        J, K = self.two_body(D)
        F = []
        for s in range(2):
            f = self.h + J - c * K[s]
            if c < 1:
                v = -4 / 3 * SLATER * np.cbrt(self.spin_density(D[s]))
                f = f + (1 - c) * self.ao.T @ ((self.w * v)[:, None] * self.ao)
            F.append((f + f.T) / 2)
        return F

    def energy(self, D, c):
        J, K = self.two_body(D)
        e = np.trace((self.h + J / 2) @ (D[0] + D[1]))
        e -= c / 2 * sum(np.trace(K[s] @ D[s]) for s in range(2))
        e = np.real(e) + self.enuc
        if c < 1:
            for d in D:
                n = self.spin_density(d)
                e -= (1 - c) * SLATER * np.dot(self.w, n ** (4 / 3))
        return e


def density(C, occ):
    orbitals = C[:, occ]
    return orbitals @ orbitals.conj().T


def densities(C, occ):
    return [density(C[s], occ[s]) for s in range(2)]


def finish(system, C, occ, c):
    """Check stationarity and return orbitals, orbital energies, occupations."""
    F = system.fock(densities(C, occ), c)
    eps = []
    for s in range(2):
        M = C[s].T @ F[s] @ C[s]
        assert np.max(np.abs(M - np.diag(np.diag(M)))) < 1e-6
        eps.append(np.diag(M).copy())
    return C, eps, occ


def symmetry_scf(system, occupation, c=1.0):
    """Occupy the lowest orbitals of each chosen parity and spin."""
    m, n = system.half, system.n
    occ = [list(range(g)) + list(range(m, m + u)) for g, u in occupation]
    D = [np.zeros((n, n)), np.zeros((n, n))]
    for _ in range(150):
        F = system.fock(D, c)
        C = []
        for s in range(2):
            V = np.zeros((n, n))
            V[:m, :m] = np.linalg.eigh(F[s][:m, :m])[1]
            V[m:, m:] = np.linalg.eigh(F[s][m:, m:])[1]
            C.append(V)
        new = densities(C, occ)
        D = [0.6 * new[s] + 0.4 * D[s] for s in range(2)]
    return finish(system, C, occ, c)


def overlap_scf(system, start):
    """Hartree-Fock solution that follows one starting orbital per spin."""
    D = [np.outer(v, v) for v in start]
    for _ in range(300):
        F = system.fock(D, 1.0)
        C = [np.linalg.eigh(f)[1] for f in F]
        occ = [[int(np.argmax(np.abs(C[s].T @ start[s])))] for s in range(2)]
        D = densities(C, occ)
    return finish(system, C, occ, 1.0)


def rotations(state):
    C, _, occ = state
    return [(s, i, a) for s in range(2) for i in occ[s]
            for a in range(C[s].shape[1]) if a not in occ[s]]


def inversions(eps, occ):
    return sum(int(eps[s][a] < eps[s][i] - 1e-8) for s in range(2)
               for i in occ[s] for a in range(len(eps[s])) if a not in occ[s])


def gap_curvatures(state):
    return np.array([2 * (state[1][s][a] - state[1][s][i])
                     for s, i, a in rotations(state)])


def integral(system, C, s, p, q, t, r, u):
    return np.einsum('pqrs,p,q,r,s->', system.eri, C[s][:, p], C[s][:, q],
                     C[t][:, r], C[t][:, u])


def analytic_hessian(system, state, c=1.0, imaginary=False):
    C, _, occ = state
    rot = rotations(state)
    H = np.diag(gap_curvatures(state))
    kernel, phi = [], []
    if c < 1:
        for s in range(2):
            n = system.spin_density(density(C[s], occ[s]))
            kernel.append(-4 / 9 * SLATER * np.maximum(n, 1e-30) ** (-2 / 3))
            phi.append(system.ao @ C[s])
    for p, (s, i, a) in enumerate(rot):
        for q, (t, j, b) in enumerate(rot):
            if not imaginary:
                H[p, q] += 4 * integral(system, C, s, i, a, t, j, b)
            if s == t:
                direct = integral(system, C, s, i, j, s, a, b)
                crossed = integral(system, C, s, i, b, s, j, a)
                sign = -1 if imaginary else 1
                H[p, q] -= 2 * c * (direct + sign * crossed)
                if c < 1 and not imaginary:
                    product = phi[s][:, i] * phi[s][:, a]
                    product = product * phi[s][:, j] * phi[s][:, b]
                    H[p, q] += 4 * (1 - c) * np.dot(
                        system.w, kernel[s] * product)
    return H


def rotated_energy(system, state, x, c=1.0, phase=1.0):
    C, _, occ = state
    generator = [np.zeros((system.n, system.n), complex) for _ in range(2)]
    for value, (s, i, a) in zip(x, rotations(state)):
        generator[s][a, i] += phase * value
        generator[s][i, a] -= np.conj(phase) * value
    turned = [C[s] @ expm(generator[s]) for s in range(2)]
    return system.energy(densities(turned, occ), c)


def numerical_hessian(system, state, c=1.0, phase=1.0, step=5e-4):
    size = len(rotations(state))
    H = np.zeros((size, size))
    unit = step * np.eye(size)
    for p in range(size):
        for q in range(p, size):
            value = 0.0
            for sp in (1, -1):
                for sq in (1, -1):
                    x = sp * unit[p] + sq * unit[q]
                    value += sp * sq * rotated_energy(system, state, x, c, phase)
            H[p, q] = H[q, p] = value / (4 * step ** 2)
    return H


def order(H):
    return int(np.sum(np.linalg.eigvalsh(H) < -1e-4))


def swapped_energy(system, state, rotation):
    C, _, occ = state
    s, i, a = rotation
    changed = [list(x) for x in occ]
    changed[s][changed[s].index(i)] = a
    return system.energy(densities(C, changed), 1.0)


# Four solutions of H2, tested with three treatments of exchange.
h2 = Hydrogen(1.4, '6-31g')
cases = {'ground g^2': ((1, 0), (1, 0)),
         'single u(up)g(down)': ((0, 1), (1, 0)),
         'double u^2': ((0, 1), (0, 1)),
         'triplet u1(up)u2(up)': ((0, 2), (0, 0))}
print('H2 at 1.4 bohr, 6-31G; order = number of negative curvatures')
print('Columns of counts: parent gaps / relaxed gaps / real / imaginary order')
for c in (1.0, 0.5, 0.0):
    ground = symmetry_scf(h2, cases['ground g^2'], c)
    for name, occupation in cases.items():
        state = symmetry_scf(h2, occupation, c)
        C, eps, occ = state
        rot = rotations(state)
        real = analytic_hessian(h2, state, c)
        imag = analytic_hessian(h2, state, c, True)
        # Local exchange is not analytic at orbital nodes, so the finite
        # difference converges more slowly there than in Hartree-Fock.
        tolerance = 2e-5 if c == 1 else 1e-3
        assert np.allclose(real, numerical_hessian(h2, state, c),
                           rtol=0, atol=tolerance)
        imag_fd = numerical_hessian(h2, state, c, 1j)
        assert np.allclose(imag, imag_fd, rtol=0, atol=tolerance)
        gaps = gap_curvatures(state)
        assert np.all(np.diag(imag_fd) <= gaps + tolerance)
        count = inversions(eps, occ)
        if name == 'ground g^2':
            assert count == 0
        else:
            assert count >= 1 and order(imag_fd) >= 1
        if c == 0:
            assert np.allclose(imag_fd, np.diag(gaps), rtol=0, atol=tolerance)
            assert order(imag_fd) == count
        if c == 1:
            E0 = h2.energy(densities(C, occ), c)
            for k, rotation in enumerate(rot):
                rise = swapped_energy(h2, state, rotation) - E0
                for phase in (1.0, 1j):
                    x = np.zeros(len(rot))
                    x[k] = 0.7
                    E = rotated_energy(h2, state, x, c, phase)
                    assert abs(E - E0 - np.sin(0.7) ** 2 * rise) < 1e-8
            if count:
                assert order(real) >= 1
            curvature = np.linalg.eigvalsh(real)
            print(f'{name}: E = {E0:.5f} Ry; counts '
                  f'{inversions(ground[1], occ)}/{count}/'
                  f'{order(real)}/{order(imag)}')
            print(f'  real curvatures: lowest {curvature[0]:.4f}, '
                  f'highest {curvature[-1]:.4f} Ry')
            if name == 'ground g^2':
                assert order(real) == 0
            if name == 'double u^2':
                assert curvature[-1] > 0
        if name == 'double u^2':
            k = rot.index((0, h2.half, 0))
            if c == 1:
                i, a = h2.half, 0
                J = integral(h2, C, 0, i, i, 0, a, a)
                K = integral(h2, C, 0, i, a, 0, i, a)
                assert J > K
                diagonal = real[k, k]
                print(f'  u->g: eps_u = {eps[0][i]:.5f}, '
                      f'eps_g = {eps[0][a]:.5f} Ry')
                print(f'  u->g: J = {J:.5f}, K = {K:.5f} Ry')
                print(f'  u->g: gap estimate {gaps[k]:.5f}, '
                      f'exact diagonal {diagonal:.5f} Ry')
                print(f'  exact diagonal = {diagonal * RY_EV:.3f} eV')
                print(f'  energy after u->g swap = '
                      f'{swapped_energy(h2, state, rot[k]):.5f} Ry')
            if c == 0:
                print(f'Slater local exchange, u^2: u->g gap estimate '
                      f'{gaps[k]:.4f} Ry')
                print(f'  diagonals: real {real[k, k]:.4f}, '
                      f'imaginary {imag[k, k]:.4f} Ry')
                print(f'  relaxed gaps {count}, real order {order(real)}, '
                      f'imaginary order {order(imag)}')

# Weak repulsion: the size of the correction certifies the gap count.
weak = Hydrogen(1.4, '6-31g', 0.01)
weak_state = symmetry_scf(weak, cases['double u^2'])
weak_gaps = gap_curvatures(weak_state)
weak_fd = numerical_hessian(weak, weak_state)
correction = np.linalg.norm(weak_fd - np.diag(weak_gaps), 2)
assert correction < np.min(np.abs(weak_gaps))
assert order(weak_fd) == inversions(weak_state[1], weak_state[2])
print('Repulsion times 0.01, u^2 at 1.4 bohr, 6-31G:')
print(f'  correction norm {correction:.5f}, '
      f'smallest |2 gap| {np.min(np.abs(weak_gaps)):.5f} Ry')
print(f'  gap count {inversions(weak_state[1], weak_state[2])}, '
      f'real order {order(weak_fd)}')

# Minimal basis: parity fixes the orbitals, so coupling alone is visible.
print('Hartree-Fock u^2 in STO-3G along the bond:')
scan_orders = []
for distance in (1.4, 2.0, 3.0, 4.0, 5.0):
    small = Hydrogen(distance, 'sto-3g')
    ground = symmetry_scf(small, cases['ground g^2'])
    state = symmetry_scf(small, cases['double u^2'])
    C, eps, occ = state
    H = numerical_hessian(small, state)
    E0 = small.energy(densities(C, occ), 1.0)
    diagonal = 2 * (swapped_energy(small, state, rotations(state)[0]) - E0)
    K = integral(small, C, 0, 1, 0, 0, 1, 0)
    values = np.linalg.eigvalsh(H)
    assert np.allclose(values, [diagonal - 4 * K, diagonal + 4 * K], atol=2e-5)
    parent_count = inversions(ground[1], occ)
    assert parent_count == 2
    scan_orders.append(order(H))
    print(f'  R={distance:.1f} bohr: 2 gap {gap_curvatures(state)[0]:.4f}, '
          f'diagonal {diagonal:.4f}, K {K:.4f} Ry')
    print(f'    curvatures {values[0]:.4f}, {values[1]:.4f} Ry; counts '
          f'{parent_count}/{inversions(eps, occ)}/{order(H)}')
assert scan_orders[0] == 2 and scan_orders[-1] == 1

# Relaxation after one promotion from the localized, broken-symmetry parent.
left = np.array([1.0, 1.0]) / np.sqrt(2)
right = np.array([1.0, -1.0]) / np.sqrt(2)
parent = overlap_scf(small, [left, right])
C, parent_eps, parent_occ = parent
assert order(numerical_hessian(small, parent)) == 0
promoted = [[1 - parent_occ[0][0]], list(parent_occ[1])]
start = [C[s][:, promoted[s][0]] for s in range(2)]
ionic = overlap_scf(small, start)
ionic_H = numerical_hessian(small, ionic)
ionic_D = densities(ionic[0], ionic[2])
population = right @ (ionic_D[0] + ionic_D[1]) @ right
counts = (inversions(parent_eps, promoted), inversions(ionic[1], ionic[2]),
          order(ionic_H))
assert counts == (1, 2, 2)
assert population > 1.5
print('Promotion from localized parent, R=5.0 bohr, STO-3G:')
print(f'  E parent {small.energy(densities(C, parent_occ), 1.0):.5f}, '
      f'frozen promotion {small.energy(densities(C, promoted), 1.0):.5f} Ry')
print(f'  E ionic {small.energy(ionic_D, 1.0):.5f} Ry; '
      f'electrons on right atom {population:.4f}')
ionic_gaps = gap_curvatures(ionic)
ionic_values = np.linalg.eigvalsh(ionic_H)
print(f'  2 gap: up {ionic_gaps[0]:.4f}, down {ionic_gaps[1]:.4f} Ry')
print(f'  curvatures {ionic_values[0]:.4f}, {ionic_values[1]:.4f} Ry; '
      f'counts {counts[0]}/{counts[1]}/{counts[2]}')

# One electron on two sites with a purely density-dependent repulsion.
hopping, repulsion = 1.0, 4.0
occupied = np.array([1.0, -1.0]) / np.sqrt(2)
empty = np.array([1.0, 1.0]) / np.sqrt(2)


def site_energy(angle, phase):
    orbital = np.cos(angle) * occupied + phase * np.sin(angle) * empty
    n = np.abs(orbital) ** 2
    bond = -2 * hopping * np.real(np.conj(orbital[0]) * orbital[1])
    return bond + repulsion / 2 * np.sum(n ** 2)


site_fock = np.diag(repulsion * occupied ** 2)
site_fock = site_fock - hopping * np.array([[0, 1], [1, 0]])
eps_i = occupied @ site_fock @ occupied
eps_a = empty @ site_fock @ empty
step = 1e-3
real_fd, imag_fd = [(site_energy(step, z) - 2 * site_energy(0, z)
                     + site_energy(-step, z)) / step ** 2 for z in (1, 1j)]
kernel_part = 4 * repulsion * np.sum((occupied * empty) ** 2)
assert abs(real_fd - (2 * (eps_a - eps_i) + kernel_part)) < 1e-4
assert abs(imag_fd - 2 * (eps_a - eps_i)) < 1e-4
assert eps_a < eps_i and real_fd > 0 and imag_fd < 0
print(f'Two-site density functional: hopping {hopping:.1f}, '
      f'repulsion {repulsion:.1f} Ry')
print(f'  eps occupied {eps_i:.3f}, eps empty {eps_a:.3f} Ry')
print(f'  curvatures: real {real_fd:.3f}, imaginary {imag_fd:.3f} Ry')
print('done: every assertion held')
```

It prints:

```
H2 at 1.4 bohr, 6-31G; order = number of negative curvatures
Columns of counts: parent gaps / relaxed gaps / real / imaginary order
ground g^2: E = -2.25349 Ry; counts 0/0/0/0
  real curvatures: lowest 1.0669, highest 7.0267 Ry
single u(up)g(down): E = -1.32447 Ry; counts 1/1/1/1
  real curvatures: lowest -1.9984, highest 6.0996 Ry
double u^2: E = -0.08843 Ry; counts 2/2/2/2
  real curvatures: lowest -3.2622, highest 4.3765 Ry
  u->g: eps_u = -0.33113, eps_g = -0.77881 Ry
  u->g: J = 0.96577, K = 0.20871 Ry
  u->g: gap estimate -0.89537, exact diagonal -2.40951 Ry
  exact diagonal = -32.783 eV
  energy after u->g swap = -1.29318 Ry
triplet u1(up)u2(up): E = 1.50972 Ry; counts 3/3/3/3
  real curvatures: lowest -6.0701, highest 1.8005 Ry
Slater local exchange, u^2: u->g gap estimate -2.2143 Ry
  diagonals: real -2.1373, imaginary -2.2143 Ry
  relaxed gaps 2, real order 2, imaginary order 2
Repulsion times 0.01, u^2 at 1.4 bohr, 6-31G:
  correction norm 0.02768, smallest |2 gap| 1.80497 Ry
  gap count 2, real order 2
Hartree-Fock u^2 in STO-3G along the bond:
  R=1.4 bohr: 2 gap -1.3153, diagonal -3.2445, K 0.3625 Ry
    curvatures -4.6946, -1.7944 Ry; counts 2/2/2
  R=2.0 bohr: 2 gap -0.3830, diagonal -2.0337, K 0.4010 Ry
    curvatures -3.6379, -0.4295 Ry; counts 2/2/2
  R=3.0 bohr: 2 gap 0.3290, diagonal -0.9354, K 0.4702 Ry
    curvatures -2.8164, 0.9455 Ry; counts 2/0/1
  R=4.0 bohr: 2 gap 0.5751, diagonal -0.4127, K 0.5303 Ry
    curvatures -2.5337, 1.7083 Ry; counts 2/0/1
  R=5.0 bohr: 2 gap 0.6269, diagonal -0.1714, K 0.5755 Ry
    curvatures -2.4732, 2.1305 Ry; counts 2/0/1
Promotion from localized parent, R=5.0 bohr, STO-3G:
  E parent -1.86718, frozen promotion -0.71624 Ry
  E ionic -0.71001 Ry; electrons on right atom 1.9973
  2 gap: up -1.5036, down -1.5036 Ry
  curvatures -2.3163, -2.2874 Ry; counts 1/2/2
Two-site density functional: hopping 1.0, repulsion 4.0 Ry
  eps occupied 3.000, eps empty 1.000 Ry
  curvatures: real 4.000, imaginary -4.000 Ry
done: every assertion held
```
